# Layered dielectric response from monolayer monopoles and dipoles, tested on coupled sheets: a program that tests the result

```python
"""
Result under test: the static dielectric response of a layered stack can be
assembled from the monopole and dipole responses of its isolated layers.
The assembly is a Ritz minimization (screening is never overestimated), and
is exact for separated layers when the probes 1, z are replaced by
cosh(q z), sinh(q z)/q and the test charge lies outside the layers.
Reference: all atomic sheets coupled directly.

q      in-plane wave number (1/angstrom)
alpha  in-plane polarizability of a sheet (angstrom)
kappa  charge transferred per area and potential drop on a bond (1/angstrom)
W      screened interaction of a unit test charge with itself (angstrom,
       Gaussian form; multiplied by e^2/(4 pi eps0) it is in eV angstrom^2)
A layer is a tuple (sheet heights, alphas, kappas of neighbouring sheets).
"""
import numpy as np
from mpmath import mp, mpf, matrix, eye, zeros, exp, cosh, sinh, pi, inverse
from scipy import constants as const
from scipy.integrate import quad

mp.dps = 40
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10  # eV angstrom


def kernel(q, z_rows, z_cols):
    out = zeros(len(z_rows), len(z_cols))
    for i, a in enumerate(z_rows):
        for j, b in enumerate(z_cols):
            out[i, j] = 2 * pi / q * exp(-q * abs(mpf(a) - mpf(b)))
    return out


def add_bond(p, i, j, strength):
    p[i, i] += strength
    p[j, j] += strength
    p[i, j] -= strength
    p[j, i] -= strength


def bare_response(q, layer):
    heights, alphas, kappas = layer
    p = zeros(len(heights), len(heights))
    for i, alpha in enumerate(alphas):
        p[i, i] += q**2 * mpf(alpha)
    for i, kappa in enumerate(kappas):
        add_bond(p, i, i + 1, mpf(kappa))
    return p


def whole_stack(q, layers, centres):
    """Sheet heights, layer label of each sheet, bare response matrix."""
    z, owner = [], []
    for n, (layer, centre) in enumerate(zip(layers, centres)):
        z += [mpf(centre) + mpf(x) for x in layer[0]]
        owner += [n] * len(layer[0])
    p = zeros(len(z), len(z))
    start = 0
    for layer in layers:
        block = bare_response(q, layer)
        for i in range(block.rows):
            for j in range(block.cols):
                p[start + i, start + j] = block[i, j]
        start += block.rows
    return z, owner, p


def direct(q, layers, centres, source, bond=None):
    """Solve for the total potential on every sheet; returns W and potential."""
    z, owner, p = whole_stack(q, layers, centres)
    if bond is not None:
        add_bond(p, *bond)
    ext = kernel(q, z, [source])
    potential = mp.lu_solve(eye(len(z)) + kernel(q, z, z) * p, ext)
    return 2 * pi / q - (ext.T * p * potential)[0], potential


def monopole(q, z):
    return [mpf(1)]


def monopole_dipole(q, z):
    return [mpf(1), mpf(z)]


def harmonic(q, z):
    return [cosh(q * z), sinh(q * z) / q]


def monolayer(q, layer, probes):
    """Response matrix G and normalized density profiles of one layer."""
    heights = [mpf(x) for x in layer[0]]
    p = bare_response(q, layer)
    chi = -p * inverse(eye(len(heights)) + kernel(q, heights, heights) * p)
    f = matrix([probes(q, x) for x in heights])
    g = f.T * chi * f
    return g, chi * f * inverse(g)


def assemble(q, layers, centres, source, probes, ritz=False):
    """W from monolayer data; ritz=True minimizes the full energy instead."""
    z, owner, p = whole_stack(q, layers, centres)
    m = len(probes(q, mpf(0)))
    profiles = zeros(len(z), m * len(layers))
    inverse_g = zeros(m * len(layers), m * len(layers))
    start = 0
    for n, layer in enumerate(layers):
        g, r = monolayer(q, layer, probes)
        gi = inverse(g)
        for a in range(m):
            for i in range(r.rows):
                profiles[start + i, n * m + a] = r[i, a]
            for b in range(m):
                inverse_g[n * m + a, n * m + b] = gi[a, b]
        start += r.rows
    v = kernel(q, z, z)
    if ritz:
        h = profiles.T * (inverse(p) + v) * profiles
    else:
        for i in range(len(z)):
            for j in range(len(z)):
                if owner[i] == owner[j]:
                    v[i, j] = mpf(0)
        h = profiles.T * v * profiles - inverse_g
    drive = profiles.T * kernel(q, z, [source])
    amplitude = mp.lu_solve(h, -drive)
    return 2 * pi / q + (drive.T * amplitude)[0]


def close(a, b, relative):
    return abs(a - b) <= relative * abs(b)


# Model parameters
h = 1.5
layer_a = ((-h, 0.0, h), (1.5, 4.0, 1.5), (0.2, 0.2))
layer_b = ((-h, 0.0, h), (1.0, 3.0, 2.0), (0.1, 0.3))
layers = [layer_a, layer_b, layer_a, layer_b]
spacing = 6.5
centres = [spacing * n for n in range(4)]
above = centres[-1] + 5.0
own = 1
inside = centres[own]

# Coulomb kernel from its Fourier integral
integral = quad(lambda k: 4 / (0.3**2 + k**2), 0, np.inf,
                weight="cos", wvar=2.0)[0]
assert close(integral, kernel(mpf("0.3"), [0], [2])[0], 1e-6)

print("e^2/(4 pi eps0) = %.4f eV angstrom" % COULOMB)
print("sheet offset h = %.1f, layer spacing = %.1f angstrom" % (h, spacing))
for name, layer in (("A", layer_a), ("B", layer_b)):
    print("layer", name, "alpha (angstrom):", layer[1],
          "kappa (1/angstrom):", layer[2])
print("stack A/B/A/B; charge above at %.1f, inside at %.1f angstrom"
      % (above, inside))

q_show = mpf("0.1")
print("monolayer responses at q = 0.1 1/angstrom:")
for name, layer in (("A", layer_a), ("B", layer_b)):
    g, _ = monolayer(q_show, layer, monopole_dipole)
    print("  %s: G00 = %.6f 1/angstrom, G01 = %.6f, G11 = %.6f angstrom"
          % (name, g[0, 0], g[0, 1], g[1, 1]))
    if name == "A":
        assert abs(g[0, 1]) < mpf("1e-25")
    else:
        assert abs(g[0, 1]) > 1e-5

# Comparison at finite wave number
print("W in eV angstrom^2: direct | monopole | monopole+dipole")
for q_text in ("0.02", "0.05", "0.1", "0.2", "0.4"):
    q = mpf(q_text)
    for place, source in (("above ", above), ("inside", inside)):
        exact, _ = direct(q, layers, centres, source)
        mono = assemble(q, layers, centres, source, monopole)
        both = assemble(q, layers, centres, source, monopole_dipole)
        minimized = assemble(q, layers, centres, source,
                             monopole_dipole, ritz=True)
        assert close(both, minimized, mpf("1e-25"))
        assert mono > both > exact > 0
        print("  q=%s %s %.4f | %.4f | %.4f ; last error %.2e"
              % (q_text, place, exact * COULOMB, mono * COULOMB,
                 both * COULOMB, (both - exact) * COULOMB))
        if source == above:
            assert close(assemble(q, layers, centres, source, harmonic),
                         exact, mpf("1e-25"))
        else:
            alone, _ = direct(q, [layers[own]], [inside], source)
            change = exact - alone
            change_both = both - assemble(q, [layers[own]], [inside],
                                          source, monopole_dipole)
            change_harm = (assemble(q, layers, centres, source, harmonic)
                           - assemble(q, [layers[own]], [inside],
                                      source, harmonic))
            assert close(change_harm, change, mpf("1e-22"))
            print("    v/W = %.4f; dW direct %.4f, monopole+dipole %.4f"
                  % (2 * pi / q / exact, change * COULOMB,
                     change_both * COULOMB))

# Random layers with more sheets than probes
rng = np.random.default_rng(4)
random_layers = []
for _ in range(3):
    random_layers.append((
        tuple(float(x) for x in np.sort(rng.uniform(-1.5, 1.5, 5))),
        tuple(float(x) for x in rng.uniform(0.5, 3.0, 5)),
        tuple(float(x) for x in rng.uniform(0.05, 0.5, 4))))
q = mpf("0.3")
exact, _ = direct(q, random_layers, centres[:3], above)
harm = assemble(q, random_layers, centres[:3], above, harmonic)
both = assemble(q, random_layers, centres[:3], above, monopole_dipole)
assert close(harm, exact, mpf("1e-22")) and both > exact
print("random 5-sheet layers, q=0.3: relative error cosh/sinh %.1e, 1/z %.1e"
      % (abs(harm / exact - 1), both / exact - 1))

# Interpenetrating layers violate the condition for exactness
tight = [2.5 * n for n in range(4)]
exact, _ = direct(q, layers, tight, tight[-1] + 5)
harm = assemble(q, layers, tight, tight[-1] + 5, harmonic)
assert harm / exact - 1 > 1e-10
print("overlapping layers (spacing 2.5 angstrom), q=0.3: cosh/sinh error %.1e"
      % (harm / exact - 1))


# Long-wave limits against closed forms
def bond_capacities(layer):
    return [mpf(k) / (1 + 4 * pi * mpf(k) * h) for k in layer[2]]


def alpha_out(layer):
    return h**2 * sum(bond_capacities(layer))


def residual(layer):
    k1, k2 = bond_capacities(layer)
    return 4 * k1 * k2 / (k1 + k2)


q = mpf("1e-6")
for name, layer in (("A", layer_a), ("B", layer_b)):
    g, _ = monolayer(q, layer, monopole_dipole)
    assert close(-g[0, 0] / q**2, sum(layer[1]), 2e-3)
    assert close(-g[1, 1], alpha_out(layer), 2e-3)
    print("layer %s: alpha_par = %.4f, alpha_perp = %.4f angstrom"
          % (name, sum(layer[1]), alpha_out(layer)))
total = sum(sum(x[1]) + alpha_out(x) for x in layers)
environment = total - sum(layers[own][1]) - alpha_out(layers[own])

exact, _ = direct(q, layers, centres, above)
mono = assemble(q, layers, centres, above, monopole)
both = assemble(q, layers, centres, above, monopole_dipole)
exact_in, _ = direct(q, layers, centres, inside)
both_in = assemble(q, layers, centres, inside, monopole_dipole)
alone, _ = direct(q, [layers[own]], [inside], inside)
both_alone = assemble(q, [layers[own]], [inside], inside, monopole_dipole)

pairs = [
    ("W-v above (angstrom)", exact - 2 * pi / q, -4 * pi**2 * total),
    ("dW inside (angstrom)", exact_in - alone, -4 * pi**2 * environment),
    ("monopole-only error above (angstrom)", mono - exact,
     4 * pi**2 * sum(alpha_out(x) for x in layers)),
    ("error above / q^2 (angstrom^3)", (both - exact) / q**2,
     pi**2 * h**4 * sum(residual(x) for x in layers)),
    ("error of W inside (angstrom)", both_in - exact_in,
     4 * pi**2 * h**2 * residual(layers[own])),
    ("error of dW inside / q^2 (angstrom^3)",
     ((both_in - both_alone) - (exact_in - alone)) / q**2,
     pi**2 * h**4 * sum(residual(x) for n, x in enumerate(layers) if n != own)
     + 8 * pi**3 * h**3 * residual(layers[own]) * environment),
]
print("long-wave limits, q = 1e-6 1/angstrom: computed | closed form")
for label, computed, formula in pairs:
    print("  %s: %.4f | %.4f" % (label, computed, formula))
for label, computed, formula in pairs:
    assert close(computed, formula, 5e-3), label

# Charge transfer across the gap between the second and third layers
kappa_gap = mpf("0.01")
gap = spacing - 2 * h
lower, upper = 5, 6
print("gap bond %.2f 1/angstrom across %.1f angstrom:" % (kappa_gap, gap))
for q in (mpf("0.05"), mpf("0.1"), mpf("1e-6")):
    without, potential = direct(q, layers, centres, above)
    with_bond, _ = direct(q, layers, centres, above,
                          bond=(lower, upper, kappa_gap))
    z, _, p = whole_stack(q, layers, centres)
    v = kernel(q, z, z)
    screened = inverse(eye(len(z)) + v * p) * v
    drop = potential[upper] - potential[lower]
    stiffness = (screened[upper, upper] + screened[lower, lower]
                 - 2 * screened[upper, lower])
    predicted = -kappa_gap * drop**2 / (1 + kappa_gap * stiffness)
    shift = with_bond - without
    assert close(shift, predicted, mpf("1e-15"))
    print("  q=%g 1/angstrom: change of W above = %.5f eV angstrom^2"
          % (float(q), shift * COULOMB))
limit = -kappa_gap * (2 * pi * gap)**2 / (1 + 4 * pi * kappa_gap * gap)
assert close(shift, limit, 5e-3)
print("  closed form for q -> 0: %.5f eV angstrom^2" % (limit * COULOMB))

print("PASS")
```

Output:

```
e^2/(4 pi eps0) = 14.3996 eV angstrom
sheet offset h = 1.5, layer spacing = 6.5 angstrom
layer A alpha (angstrom): (1.5, 4.0, 1.5) kappa (1/angstrom): (0.2, 0.2)
layer B alpha (angstrom): (1.0, 3.0, 2.0) kappa (1/angstrom): (0.1, 0.3)
stack A/B/A/B; charge above at 24.5, inside at 6.5 angstrom
monolayer responses at q = 0.1 1/angstrom:
  A: G00 = -0.014404 1/angstrom, G01 = 0.000000, G11 = -0.214940 angstrom
  B: G00 = -0.013904 1/angstrom, G01 = -0.001837, G11 = -0.204460 angstrom
W in eV angstrom^2: direct | monopole | monopole+dipole
  q=0.02 above  1919.5141 | 2176.5342 | 1919.5276 ; last error 1.36e-02
  q=0.02 inside 1305.1580 | 1483.5588 | 1403.9728 ; last error 9.88e+01
    v/W = 3.4661; dW direct -1249.7938, monopole+dipole -1248.3576
  q=0.05 above  876.7730 | 987.8124 | 876.8315 ; last error 5.86e-02
  q=0.05 inside 386.1555 | 510.7751 | 482.3788 ; last error 9.62e+01
    v/W = 4.6860; dW direct -238.5848, monopole+dipole -235.8807
  q=0.1 above  548.8583 | 599.4654 | 549.0365 ; last error 1.78e-01
  q=0.1 inside 159.1735 | 256.6825 | 249.7222 ; last error 9.05e+01
    v/W = 5.6841; dW direct -35.0162, monopole+dipole -32.5838
  q=0.2 above  357.4600 | 377.2546 | 357.7799 ; last error 3.20e-01
  q=0.2 inside 56.9389 | 139.0909 | 137.8370 ; last error 8.09e+01
    v/W = 7.9450; dW direct -2.1404, monopole+dipole -1.2528
  q=0.4 above  213.9440 | 218.1232 | 214.1564 ; last error 2.12e-01
  q=0.4 inside 18.8555 | 88.0316 | 87.6851 ; last error 6.88e+01
    v/W = 11.9959; dW direct -0.0369, monopole+dipole -0.0224
random 5-sheet layers, q=0.3: relative error cosh/sinh 0.0e+00, 1/z 9.2e-06
overlapping layers (spacing 2.5 angstrom), q=0.3: cosh/sinh error 3.7e-05
layer A: alpha_par = 7.0000, alpha_perp = 0.1887 angstrom
layer B: alpha_par = 6.0000, alpha_perp = 0.1794 angstrom
long-wave limits, q = 1e-6 1/angstrom: computed | closed form
  W-v above (angstrom): -1055.3042 | -1055.5031
  dW inside (angstrom): -811.3727 | -811.5494
  monopole-only error above (angstrom): 29.0637 | 29.0643
  error above / q^2 (angstrom^3): 16.2082 | 16.2127
  error of W inside (angstrom): 6.9623 | 6.9624
  error of dW inside / q^2 (angstrom^3): 1360.9569 | 1361.2039
gap bond 0.01 1/angstrom across 3.5 angstrom:
  q=0.05 1/angstrom: change of W above = -2.70771 eV angstrom^2
  q=0.1 1/angstrom: change of W above = -0.08259 eV angstrom^2
  q=1e-06 1/angstrom: change of W above = -48.36486 eV angstrom^2
  closed form for q -> 0: -48.36582 eV angstrom^2
PASS
```
